# The xenon K-shell binding energy from Dirac-Fock, Breit and QED terms: test program

```python
"""Xenon K-shell binding energy from Dirac-Fock, relaxation, Breit and QED.

Result under test:
  I_K = -eps_1s - relaxation + change of Breit energy - SE shift - VP shift.
Hartree units; c = 1/alpha; energies exclude the electron rest energy.
An orbital is (P Omega_kappa, i Q Omega_-kappa)/r. N is a subshell occupation.
The hydrogenic self-energy function F is GIVEN DATA, not computed here.
Left out: correlation, Auger coupling, Breit frequency dependence,
Wichmann-Kroll and two-loop terms.
"""
from functools import lru_cache
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erf, lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

alpha = const.fine_structure
c = 1.0 / alpha
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]

# Logarithmic radial grid; integration weight is dr = r dx.
x_grid = np.linspace(np.log(1e-6), np.log(40.0), 450)
step = x_grid[1] - x_grid[0]
r = np.exp(x_grid)
w = step * r
r_small = np.minimum.outer(r, r)
r_large = np.maximum.outer(r, r)
ratio_r = r_small / r_large
diag = np.arange(len(r))


@lru_cache(None)
def coulomb_kernel(J):
    """r<^J/r>^(J+1), diagonal corrected for its kink (Euler-Maclaurin)."""
    k = ratio_r**J / r_large
    k[diag, diag] *= 1 - step * (2 * J + 1) / 12
    return k


@lru_cache(None)
def cross_kernel(J):
    """Coupling of l=J-1 at r (row) with l=J+1 at r' (column), r < r'."""
    k = np.triu(0.5 * (ratio_r**(J - 1) - ratio_r**(J + 1)) / r_large)
    k[diag, diag] += step / 12 / r
    return k


def ell(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(None)
def angular(abs_a, J, abs_b):
    half = Rational(1, 2)
    return float(wigner_3j(abs_a - half, J, abs_b - half, half, 0, -half))**2


@lru_cache(None)
def exchange_kernel(ka, kb):
    total = np.zeros_like(ratio_r)
    for J in range(abs(ka) + abs(kb)):
        if (ell(ka) + ell(kb) + J) % 2 == 0:
            g = angular(abs(ka), J, abs(kb))
            if g > 0:
                total += g * coulomb_kernel(J)
    return total


class Atom:
    """Kinetically balanced Gaussian basis and one-electron matrices."""

    def __init__(self, Z, exponents, v_nuc):
        self.Z, self.L, self.S, self.h, self.ov = Z, {}, {}, {}, {}
        for k, z in exponents.items():
            l = ell(k)
            large = r[:, None]**(l + 1) * np.exp(-np.outer(r**2, z))
            large /= np.sqrt(w @ large**2)
            raw = ((l + 1 + k) / r[:, None] - 2 * np.outer(r, z)) * large
            small = raw / np.sqrt(w @ raw**2)
            n = len(z)
            h = np.zeros((2 * n, 2 * n))
            s = np.zeros_like(h)
            s[:n, :n] = large.T @ (w[:, None] * large)
            s[n:, n:] = small.T @ (w[:, None] * small)
            h[:n, :n] = large.T @ ((w * v_nuc)[:, None] * large)
            h[n:, n:] = small.T @ ((w * (v_nuc - 2 * c**2))[:, None] * small)
            h[:n, n:] = c * raw.T @ (w[:, None] * small)
            h[n:, :n] = h[:n, n:].T
            self.L[k], self.S[k], self.h[k], self.ov[k] = large, small, h, s

    def radial(self, C):
        P, Q = {}, {}
        for k in C:
            n = self.L[k].shape[1]
            P[k], Q[k] = self.L[k] @ C[k][:n], self.S[k] @ C[k][n:]
        return P, Q

    def fock(self, C, occ):
        P, Q = self.radial(C)
        rho = sum((P[k]**2 + Q[k]**2) @ occ[k] for k in C)
        v = coulomb_kernel(0) @ (w * rho)
        dens = {k: ((P[k] * occ[k]) @ P[k].T, (P[k] * occ[k]) @ Q[k].T,
                    (Q[k] * occ[k]) @ Q[k].T) for k in C}
        F = {}
        for k in C:
            ex = [np.zeros_like(ratio_r) for _ in range(3)]
            for kb in C:
                kern = exchange_kernel(k, kb)
                for block in range(3):
                    ex[block] += kern * dens[kb][block]
            L, S = self.L[k], self.S[k]
            wL, wS = w[:, None] * L, w[:, None] * S
            n = L.shape[1]
            f = self.h[k].copy()
            f[:n, :n] += wL.T @ (v[:, None] * L) - wL.T @ (ex[0] @ wL)
            f[n:, n:] += wS.T @ (v[:, None] * S) - wS.T @ (ex[2] @ wS)
            off = wL.T @ (ex[1] @ wS)
            f[:n, n:] -= off
            f[n:, :n] -= off.T
            F[k] = 0.5 * (f + f.T)
        return F

    def energy(self, C, occ, F=None):
        """Configuration energy; a lone 1s electron does not repel itself."""
        F = self.fock(C, occ) if F is None else F
        e = 0.0
        for k in C:
            e += 0.5 * np.sum(occ[k] * np.sum(
                C[k] * ((self.h[k] + F[k]) @ C[k]), axis=0))
        if occ[-1][0] == 1:
            P, Q = self.radial({-1: C[-1]})
            d = w * (P[-1][:, 0]**2 + Q[-1][:, 0]**2)
            e -= 0.25 * d @ coulomb_kernel(0) @ d
        return e

    def couple_hole(self, F, C):
        """Make F stationary for one 1s electron plus closed shells."""
        P, Q = self.radial({-1: C[-1]})
        p, q = P[-1][:, 0], Q[-1][:, 0]
        y = w * (coulomb_kernel(0) @ (w * (p**2 + q**2)))
        u = 0.5 * np.concatenate([self.L[-1].T @ (y * p),
                                  self.S[-1].T @ (y * q)])
        s = self.ov[-1] @ C[-1][:, 0]
        a = C[-1][:, 0] @ u
        closed = C[-1][:, 1:]
        u_closed = self.ov[-1] @ (closed @ (closed.T @ u))
        d = 2 * u_closed - u + a * s
        F[-1] = F[-1] + np.outer(s, d) + np.outer(d, s) - a * np.outer(s, s)

    def solve(self, F, counts):
        C, eps = {}, {}
        for k, m in counts.items():
            n = self.L[k].shape[1]
            e, vec = eigh(F[k], self.ov[k])
            C[k], eps[k] = vec[:, n:n + m], e[n:n + m]
        return C, eps

    def scf(self, occ, start=None):
        counts = {k: len(n) for k, n in occ.items()}
        if start is None:
            d = 0.9
            H = d * (self.Z - 1)**0.4
            z_eff = 1 + (self.Z - 1) / (H * np.expm1(r / d) + 1)
            v = w * (self.Z - z_eff) / r
            F = {}
            for k in occ:
                n = self.L[k].shape[1]
                F[k] = self.h[k].copy()
                F[k][:n, :n] += self.L[k].T @ (v[:, None] * self.L[k])
                F[k][n:, n:] += self.S[k].T @ (v[:, None] * self.S[k])
            C, eps = self.solve(F, counts)
        else:
            C, eps = start
        mixed = None
        for _ in range(70):
            F = self.fock(C, occ)
            if occ[-1][0] == 1:
                self.couple_hole(F, C)
            mixed = F if mixed is None else {
                k: 0.55 * F[k] + 0.45 * mixed[k] for k in F}
            C, new = self.solve(mixed, counts)
            change = max(np.max(abs(new[k] - eps[k])) for k in new)
            eps = new
            if change < 1e-5:
                return C, eps, self.energy(C, occ)
        raise AssertionError("self-consistent field not converged")


def breit_pair(ka, Pa, Qa, kb, Pb, Qb):
    """Static Breit exchange energy per electron pair, averaged over m."""
    W, U = Pa * Qb + Qa * Pb, Qa * Pb - Pa * Qb
    total = 0.0
    for J in range(1, abs(ka) + abs(kb)):
        g = angular(abs(ka), J, abs(kb))
        if g == 0:
            continue
        if (ell(ka) + ell(kb) + J) % 2:
            f = w * W
            total += (g * (ka + kb)**2 / (J * (J + 1))
                      * (f @ coulomb_kernel(J) @ f))
        else:
            T = (ka - kb) * W / (J * (J + 1))
            lo = w * np.sqrt(J / (2 * J + 1)) * (U + (J + 1) * T)
            hi = w * np.sqrt((J + 1) / (2 * J + 1)) * (J * T - U)
            total += g * (
                (J + 1) / (2 * J - 1) * (lo @ coulomb_kernel(J - 1) @ lo)
                + J / (2 * J + 3) * (hi @ coulomb_kernel(J + 1) @ hi)
                - 2 * np.sqrt(J * (J + 1)) * (lo @ cross_kernel(J) @ hi))
    return total


def breit_energy(P, Q, occ):
    shells = [(k, i) for k in occ for i in range(len(occ[k]))]
    total = 0.0
    for m, (ka, i) in enumerate(shells):
        for kb, j in shells[:m + 1]:
            same = (ka, i) == (kb, j)
            if same and occ[ka][i] == 1:
                continue
            b = breit_pair(ka, P[ka][:, i], Q[ka][:, i],
                           kb, P[kb][:, j], Q[kb][:, j])
            total += (0.5 if same else 1.0) * occ[ka][i] * occ[kb][j] * b
    return total


# ---- Breit test: Fourier transform of explicit spinor currents ----------
def harmonic(l, m, ct, phi):
    if abs(m) > l:
        return np.zeros((len(ct), len(phi)), complex)
    n = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * factorial(l - n) / factorial(l + n))
    y = norm * np.outer(lpmv(n, l, ct), np.exp(1j * n * phi))
    return y if m >= 0 else (-1)**n * y.conj()


def spinor(kappa, twice_m, ct, phi):
    l, m = ell(kappa), twice_m / 2
    up = np.sqrt((l + m + 0.5) / (2 * l + 1))
    dn = np.sqrt((l - m + 0.5) / (2 * l + 1))
    if kappa > 0:
        up, dn = -dn, up
    return np.array([up * harmonic(l, (twice_m - 1) // 2, ct, phi),
                     dn * harmonic(l, (twice_m + 1) // 2, ct, phi)])


def trial(kappa, width, radius):
    P = radius**(ell(kappa) + 1) * np.exp(-width * radius**2)
    Q = 0.4 * radius**(ell(-kappa) + 1) * np.exp(-1.1 * width * radius**2)
    return P, Q


def breit_from_currents(ka, kb):
    gr, wr = np.polynomial.legendre.leggauss(80)
    gr, wr = 3 * (gr + 1), 3 * wr
    ct, wt = np.polynomial.legendre.leggauss(64)
    gk, wk = np.polynomial.legendre.leggauss(48)
    gk, wk = 8 * (gk + 1), 8 * wk
    phi = 2 * np.pi * np.arange(8) / 8
    Pa, Qa = trial(ka, 1.0, gr)
    Pb, Qb = trial(kb, 0.7, gr)
    wave = np.exp(-1j * gk[:, None, None] * gr[None, :, None] * ct)
    t1 = np.einsum("krt,r->kt", wave, wr * Pa * Qb)
    t2 = np.einsum("krt,r->kt", wave, wr * Qa * Pb)
    sigma = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]])]
    power = np.zeros(len(gk))
    for ma in range(1 - 2 * abs(ka), 2 * abs(ka), 2):
        for mb in range(1 - 2 * abs(kb), 2 * abs(kb), 2):
            a1, a2 = spinor(ka, ma, ct, phi), spinor(-ka, ma, ct, phi)
            b1, b2 = spinor(kb, mb, ct, phi), spinor(-kb, mb, ct, phi)
            for s in sigma:
                f1 = np.einsum("atp,ab,btp->t", a1.conj(), s, b2)
                f2 = np.einsum("atp,ab,btp->t", a2.conj(), s, b1)
                amp = (t1 @ (wt * f1) - t2 @ (wt * f2)) * 2 * np.pi / 8
                power += abs(amp)**2
    return 2 / np.pi * (wk @ power) / (4 * abs(ka) * abs(kb))


breit_error = 0.0
for ka, kb in [(-1, -1), (-1, 1), (-1, -2), (-1, -3), (-2, 2)]:
    direct = breit_from_currents(ka, kb)
    formula = breit_pair(ka, *trial(ka, 1.0, r), kb, *trial(kb, 0.7, r))
    breit_error = max(breit_error, abs(formula / direct - 1))
assert breit_error < 2e-4

# ---- Dirac-Fock test: neon in the same basis as a four-component code ---
s_exp, p_exp = 0.25 * 3.5**np.arange(8), 0.25 * 3.5**np.arange(4)
neon = Atom(10, {-1: s_exp, 1: p_exp, -2: p_exp}, -10 / r)
ne_occ = {-1: np.array([2., 2.]), 1: np.array([2.]), -2: np.array([4.])}
_, ne_eps, ne_energy = neon.scf(ne_occ)
basis = ([[0, [float(z), 1.0]] for z in s_exp]
         + [[1, [float(z), 1.0]] for z in p_exp])
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
mf = scf.DHF(mol)
mf.conv_tol = 1e-8
ne_reference = mf.kernel()
assert mf.converged
assert abs(ne_energy - ne_reference) < 2e-4
assert abs(ne_eps[-1][0] - mf.mo_energy[mol.nao_2c()]) < 2e-4

# ---- Xenon --------------------------------------------------------------
Z = 54
rms_fm = 4.8
F_SE = 1.78          # given data: all-order one-loop hydrogenic 1s value
edge_eV = 34560.0    # given comparison value, rounded to 10 eV
sizes = {-1: 36, 1: 36, -2: 27, 2: 21, -3: 21}
exps = {k: 0.05 * 2.0**np.arange(n) for k, n in sizes.items()}
rms = rms_fm * 1e-15 / BOHR
xenon = Atom(Z, exps, -Z * erf(np.sqrt(1.5) * r / rms) / r)

point = Atom(Z, {-1: exps[-1]}, -Z / r)
_, point_eps = point.solve(point.h, {-1: 1})
sommerfeld = c**2 * (np.sqrt(1 - (Z * alpha)**2) - 1)
assert abs(point_eps[-1][0] - sommerfeld) < 5e-3
C_h, eps_h = xenon.solve(xenon.h, {-1: 1})
P_h, Q_h = xenon.radial(C_h)
dens_h = P_h[-1][:, 0]**2 + Q_h[-1][:, 0]**2

occ = {-1: np.full(5, 2.), 1: np.full(4, 2.), -2: np.full(4, 4.),
       2: np.full(2, 4.), -3: np.full(2, 6.)}
assert sum(n.sum() for n in occ.values()) == Z
C0, eps0, E0 = xenon.scf(occ)
hole = {k: n.copy() for k, n in occ.items()}
hole[-1][0] = 1.
frozen = xenon.energy(C0, hole) - E0
koopmans = -eps0[-1][0]
assert abs(frozen - koopmans) < 2e-3
C1, eps1, E1 = xenon.scf(hole, (C0, eps0))
delta_scf = E1 - E0
relaxation = koopmans - delta_scf
assert relaxation > 0


def rotated_energy(theta):
    C = {k: v.copy() for k, v in C1.items()}
    a, b = C1[-1][:, 0], C1[-1][:, 1]
    C[-1][:, 0] = np.cos(theta) * a + np.sin(theta) * b
    C[-1][:, 1] = np.cos(theta) * b - np.sin(theta) * a
    return xenon.energy(C, hole)


gradient = (rotated_energy(1e-3) - rotated_energy(-1e-3)) / 2e-3
assert abs(gradient) < 2e-2

P0, Q0 = xenon.radial(C0)
P1, Q1 = xenon.radial(C1)
p, q = P0[-1][:, 0], Q0[-1][:, 0]
breit_1s_pair = 2 * breit_pair(-1, p, q, -1, p, q)
breit_level = sum(occ[k][i] * breit_pair(-1, p, q, k, P0[k][:, i],
                                         Q0[k][:, i])
                  for k in occ for i in range(len(occ[k])))
B0, B1 = breit_energy(P0, Q0, occ), breit_energy(P1, Q1, hole)
breit_change = B1 - B0
frozen_breit = breit_energy(P0, Q0, hole) - B0
assert abs(frozen_breit + breit_level) < 1e-8

# Uehling potential of a point charge, with t = cosh(y)
y = np.arange(0, 15, 0.04)
ch = np.cosh(y)
weight_y = 0.04 * np.sinh(y)**2 * (1 / ch**2 + 0.5 / ch**4)
uehling = (-2 * alpha * Z / (3 * np.pi * r)
           * (np.exp(-2 * c * np.outer(r, ch)) @ weight_y))
g, wg = np.polynomial.legendre.leggauss(60)
g, wg = 0.5 * (g + 1), 0.5 * wg
for momentum in (0.5 * c, 3 * c):
    left = 4 * np.pi * np.sum(w * r * uehling * np.sin(momentum * r)
                              / momentum)
    pol = 2 * alpha / np.pi * np.sum(
        wg * g * (1 - g) * np.log(1 + g * (1 - g) * (momentum / c)**2))
    right = -4 * np.pi * Z / momentum**2 * pol
    assert abs(left / right - 1) < 2e-4

dens = p**2 + q**2
vp = np.sum(w * dens * uehling)
vp_h = np.sum(w * dens_h * uehling)
screening = vp / vp_h
near = r < 1 / c
density_ratio = np.sum((w * dens)[near]) / np.sum((w * dens_h)[near])
assert abs(screening - density_ratio) < 0.01
se_h = alpha**3 * Z**4 * F_SE / np.pi
se = se_h * screening

with_breit = delta_scf + breit_change
binding = with_breit - se - vp
difference = binding * EV - edge_eV
assert abs(difference) < 20
mean_r = np.sum(w * dens * r)
phase = (eps0[-2][0] - eps0[-1][0]) * mean_r / c


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Hartree energy", EV, "eV", 6)
show("Speed of light c", c, "a.u.", 6)
show("Given nuclear rms radius", rms_fm, "fm", 1)
show("Given self-energy function F", F_SE, "", 2)
show("Given K edge", edge_eV / 1000, "keV", 2)
show("Z alpha", Z * alpha, "", 5)
show("Neon energy, radial code", ne_energy, "Ha", 6)
show("Neon energy, 4-component code", ne_reference, "Ha", 6)
print(f"Largest relative Breit test error: {breit_error:.1e}")
show("Hydrogenic 1s, Sommerfeld", sommerfeld, "Ha", 4)
show("Hydrogenic 1s, point-nucleus basis", point_eps[-1][0], "Ha", 4)
show("Hydrogenic 1s, finite nucleus", eps_h[-1][0], "Ha", 4)
show("Xe neutral Dirac-Fock energy", E0, "Ha", 4)
show("Xe 1s-hole Dirac-Fock energy", E1, "Ha", 4)
show("Xe 1s eigenvalue", eps0[-1][0], "Ha", 4)
show("Xe 2p3/2 eigenvalue", eps0[-2][0], "Ha", 4)
show("Frozen-orbital binding", frozen, "Ha", 4)
show("Hole-energy rotation gradient", gradient, "Ha", 5)
show("Mean 1s radius", mean_r, "bohr", 5)
show("Phase omega r/c for 1s-2p3/2", phase, "", 3)
show("Screening ratio from Uehling", screening, "", 5)
show("Screening ratio from density", density_ratio, "", 5)
show("Minus 1s eigenvalue", koopmans * EV, "eV", 1)
show("Relaxation energy", relaxation * EV, "eV", 1)
show("Relaxed Dirac-Fock binding", delta_scf * EV, "eV", 1)
show("Frozen Breit level shift", breit_level * EV, "eV", 2)
show("  part from 1s pair", breit_1s_pair * EV, "eV", 2)
show("  part from other shells", (breit_level - breit_1s_pair) * EV,
     "eV", 2)
show("Relaxed Breit change of binding", breit_change * EV, "eV", 2)
show("Binding including Breit", with_breit * EV, "eV", 1)
show("Hydrogenic self-energy shift", se_h * EV, "eV", 2)
show("Screened self-energy shift", se * EV, "eV", 2)
show("Effect of 1 percent error in F", 0.01 * se * EV, "eV", 2)
show("Hydrogenic Uehling shift", vp_h * EV, "eV", 2)
show("Xe 1s Uehling shift", vp * EV, "eV", 2)
show("Final K binding energy", binding, "Ha", 3)
show("Final K binding energy", binding * EV / 1000, "keV", 4)
show("Final value minus given edge", difference, "eV", 1)
show("Bare eigenvalue minus given edge", koopmans * EV - edge_eV, "eV", 1)
print("OK")
```

Running it gives:

```
Hartree energy: 27.211386 eV
Speed of light c: 137.035999 a.u.
Given nuclear rms radius: 4.8 fm
Given self-energy function F: 1.78
Given K edge: 34.56 keV
Z alpha: 0.39406
Neon energy, radial code: -128.406756 Ha
Neon energy, 4-component code: -128.406756 Ha
Largest relative Breit test error: 2.2e-07
Hydrogenic 1s, Sommerfeld: -1519.4733 Ha
Hydrogenic 1s, point-nucleus basis: -1519.4731 Ha
Hydrogenic 1s, finite nucleus: -1519.3563 Ha
Xe neutral Dirac-Fock energy: -7446.8976 Ha
Xe 1s-hole Dirac-Fock energy: -6172.1777 Ha
Xe 1s eigenvalue: -1277.2571 Ha
Xe 2p3/2 eigenvalue: -177.7046 Ha
Frozen-orbital binding: 1277.2571 Ha
Hole-energy rotation gradient: -0.00000 Ha
Mean 1s radius: 0.02665 bohr
Phase omega r/c for 1s-2p3/2: 0.214
Screening ratio from Uehling: 0.97874
Screening ratio from density: 0.97930
Minus 1s eigenvalue: 34755.9 eV
Relaxation energy: 69.0 eV
Relaxed Dirac-Fock binding: 34686.9 eV
Frozen Breit level shift: 86.88 eV
  part from 1s pair: 58.14 eV
  part from other shells: 28.74 eV
Relaxed Breit change of binding: -82.49 eV
Binding including Breit: 34604.4 eV
Hydrogenic self-energy shift: 50.94 eV
Screened self-energy shift: 49.86 eV
Effect of 1 percent error in F: 0.50 eV
Hydrogenic Uehling shift: -7.33 eV
Xe 1s Uehling shift: -7.18 eV
Final K binding energy: 1270.120 Ha
Final K binding energy: 34.5617 keV
Final value minus given edge: 1.7 eV
Bare eigenvalue minus given edge: 195.9 eV
OK
```
